# Sternheimer equations for the dipole polarizability of closed-shell LDA atoms, part 2

We seek the dipole polarizability \(\alpha\) of a closed-shell atom (nucleus \(Z\), \(N\) electrons, nonrelativistic spin-unpolarized LDA) in Hartree atomic units. A field \(F\) along \(z\) adds \(+Fz\) to an electron's potential energy; \(\mu=-\int z\,\delta n\,d^3r=\alpha F+O(F^3)\).

The Kohn–Sham Hamiltonian \(h\) (radial form \(h_l\)) contains \(v_s=-Z/r+v_H+v_{xc}\). Doubly occupied orbitals \(\psi_i=u_{nl}Y_{lm}/r\), with levels \(\varepsilon_i\), change by \(F\psi_i^{(1)}\),
\[\psi^{(1)}_{nlm}=[a_{lm}w_{nl,l+1}Y_{l+1,m}+a_{l-1,m}w_{nl,l-1}Y_{l-1,m}]/r,\]
\[S_l=\sum_ma_{lm}Y^*_{lm}Y_{l+1,m}=(l+1)\cos\theta/4\pi.\]
\(P\) projects on occupied orbitals, \(Q=1-P\), and \(\sigma\) shifts occupied levels. Without projection, occupied pairs contribute \(X=\psi_i^*\psi_j\langle j|\delta v|i\rangle/(\varepsilon_i-\varepsilon_j)\) and \(-X^*\) to \(\delta n\); their real parts cancel.

The potential and density (ground density \(n_0\)) change by \(Fv_1\cos\theta\) and \(Fn_1\cos\theta\). For channels \(c=(nl,l')\), \(l_>=\max(l,l')\):
\[(h_{l'}-\varepsilon_{nl}+\sigma P_{l'})\,w_{nl,l'}=-Q_{l'}\,v_1u_{nl},\qquad l'=l\pm1 .\tag{1}\]
\[n_1=\frac{4}{4\pi r^2}\sum_cl_>\,u_cw_c=\frac1{\pi r^2}\sum_cl_>\,u_cw_c,\tag{2}\]
\[\alpha=-\frac{4\pi}3\int r^3n_1\,dr=-\frac43\sum_cl_>\int r\,u_cw_c\,dr.\tag{3}\]
\[v_1=r+v_{H1}+f_{xc}n_1\equiv r+Kn_1.\tag{4}\]
Here \(f_{xc}=dv_{xc}/dn\) (exchange part \(f_x<0\)) and
\[v_{H1}(r)=\frac{4\pi}3\Big[\frac1{r^2}\int_0^rs^3n_1\,ds+r\int_r^\infty n_1\,ds\Big].\]
\(K=0\) gives \(\alpha_0\), the Hartree kernel alone \(\alpha_H\le\alpha_0\); adding a kernel negative everywhere raises \(\alpha\) above \(\alpha_H\) if \(\lambda_{\max}<1\).

With \(\langle f,g\rangle=\int r^2fg\,dr\), \(n_1=\chi_0v_1\) and \(A_c=h_{l'}-\varepsilon_{nl}\) on the empty space, define \(\mathcal Ty=\frac1{\pi r^2}\sum_cl_>^{1/2}u_cA_c^{-1/2}y_c\) and \(B=\pi\mathcal T^\dagger K\mathcal T\). The nonzero eigenvalues \(\lambda\) of \(K\chi_0\) are those of \(-B\). The loop \(v\to v+\beta(r+K\chi_0v-v)\) multiplies error modes by \(t=1-\beta(1-\lambda)\). For \(\lambda_{\max}<1\) it converges when \(0<\beta<\beta_c=2/(1-\lambda_{\min})\); the best fixed value is \(\beta=2/(2-\lambda_{\min}-\lambda_{\max})\). From \(v=r\), iterate \(k\) obeys
\[\alpha_k-\alpha=\frac{4\pi^2}3\sum_j\frac{-\lambda_j}{1-\lambda_j}\,p_j^2\,t_j^{\,k-1},\tag{5}\]
with \(p_j\) the components of \(\mathcal T^\dagger r\) along eigenvectors of \(B\).

The atom sits in a sphere, \(u(R)=0\), on a Gauss–Lobatto grid of order \(M\) with \(n_g=M-1\) interior nodes \(r_j\), radial weights \(W_j\) and map scale \(s\). The Poisson solver uses \(rv_{H1}=U_0+Cr^2\), \(U_0(R)=0\), \(C=\frac{4\pi}{3R^3}\int s^3n_1\,ds\). Hydrogen has exactly \(\alpha=\tfrac92\).

Two internal checks come first.

**Stationary form.** For trial functions in the empty space, with \(n_1[w]\) from (2), define
\[\mathcal A[w]=-\frac43\sum_cl_>\big[2\langle w_c|r|u_c\rangle+\langle w_c|A_c|w_c\rangle\big]-\frac{4\pi}3\langle n_1,Kn_1\rangle ,\]
where Dirac brackets are plain radial integrals. Put \(w\to w+\eta d\), so that \(n_1\to n_1+\eta n_d\). By the symmetry of \(K\) and by (2), the last term changes at order \(\eta\) by \(-\frac{8\pi}3\langle n_d,Kn_1\rangle=-\frac83\sum_cl_>\langle d_c|Kn_1|u_c\rangle\). The full linear term is \(-\frac83\eta\sum_cl_>\langle d_c|\,(r+Kn_1)u_c+A_cw_c\rangle\), which vanishes for every \(d\) exactly when (1) and (4) hold. At the solution \(\langle w|A|w\rangle=-\langle w|r|u\rangle-\langle w|Kn_1|u\rangle\), so the bracket is \(\langle w|r|u\rangle-\langle w|Kn_1|u\rangle\). The first part gives \(\alpha\) by (3). The second gives \(+\frac{4\pi}3\langle n_1,Kn_1\rangle\) and cancels the last term. With \(y_c=(l_>A_c)^{1/2}d_c\) one has \(n_d=\mathcal Ty\), and the remainder is
\[\mathcal A[w+\eta d]=\alpha-\tfrac43\eta^2\,y\cdot(1+B)\,y .\]
The error is quadratic, and \(\mathcal A\le\alpha\) for all trials precisely when \(\lambda_{\max}\le1\). Expanding the Kohn–Sham energy to order \(F^2\) for normalized orbitals with empty-space changes \(F\psi_i^{(1)}\) gives \(F^2\{2\sum_i[\langle\psi_i^{(1)}|h-\varepsilon_i|\psi_i^{(1)}\rangle+2\,\mathrm{Re}\langle\psi_i^{(1)}|z|\psi_i\rangle]+\tfrac12\cdot\tfrac{4\pi}3\langle n_1,Kn_1\rangle\}\). Integrating \(S_l\cos\theta\) over angles gives \(\sum_ma_{lm}^2=(l+1)/3\), so each channel carries the weight \(l_>/3\) and this energy equals \(-\tfrac12\mathcal AF^2\). Hence \(\lambda_{\max}<1\) states that the spherical solution is stable against dipolar distortions of this form.

**Force balance.** For an eigenstate that vanishes at large distance, \(\langle\psi|[h,\partial_z]|\psi\rangle=0\), and \([h,\partial_z]=-\partial_zv\). Summing over occupied orbitals in the field, \(\int n\,\partial_z(-Z/r+Fz+v_H+v_{xc})\,d^3r=0\). The Hartree part is \(\iint n(\mathbf r)n(\mathbf s)\,\partial_z|\mathbf r-\mathbf s|^{-1}\), whose kernel is odd under \(\mathbf r\leftrightarrow\mathbf s\), so it is zero. For the LDA, \(v_{xc}=d(n\epsilon_{xc})/dn\) gives \(\frac d{dn}(nv_{xc}-n\epsilon_{xc})=n\,dv_{xc}/dn\), so \(n\,\partial_zv_{xc}\) is a total derivative and integrates to zero. With \(\partial_z(-Z/r)=Z\cos\theta/r^2\), the order-\(F\) remainder is \(N+Z\int n_1\cos^2\theta\,dr\,d\Omega=0\), or
\[\frac{4\pi}3\int_0^\infty n_1\,dr=-\frac NZ.\tag{6}\]
By the integral form, \(v_{H1}\to-(N/Z)\,r\) at the nucleus: in a neutral atom the electrons cancel the applied field there. The uncoupled response is that of the frozen \(v_s\), for which the same argument puts \(r^2\,dv_s/dr\) inside the integral in place of \(Z\). It need not satisfy (6), so (6) tests the self-consistency itself.

## Finite-field reference

A potential \(Fz\) is unbounded below, so in infinite space the atom is only metastable and \(\alpha\) is the coefficient of an asymptotic series. In the sphere the problem has a ground state; requiring \(FR<|\varepsilon_{2p}|\) keeps the field potential at the wall above the highest occupied level.

The reference solves the nonlinear Kohn–Sham problem without (1) to (4). Orbitals of fixed \(m\) are expanded in \(l\le3\). The potential lives on an \((r,\cos\theta)\) grid, its angular matrix elements come from Gauss–Legendre quadrature, the Hartree potential is built from multipoles up to \(L=6\), and \(v_{xc}\) is evaluated pointwise. Linear response of s and p shells reaches only \(l\le2\), so the truncation does not affect \(\alpha\). Inversion maps \(F\to-F\) and \(\mu\to-\mu\), so \(\mu=\alpha F+c_3F^3+c_5F^5+\dots\), and
\[\frac{8\mu(F)-\mu(2F)}{6F}=\frac{(8-2)\alpha F+(8-8)c_3F^3+(8-32)c_5F^5}{6F}=\alpha-4c_5F^4+\dots\]

## Neon

The functional is Slater exchange with VWN5 correlation; \(M=70\) (69 points), \(R=25\) bohr, \(s=2\) bohr. The program and its output follow this note. Six decimals are kept where two numerical routes are compared; as a statement about the LDA atom the result is \(3.05\) bohr³. On this grid hydrogen gives \(4.5000000\).

The levels are \(\varepsilon_{1s}=-30.305855\), \(\varepsilon_{2s}=-1.322809\), \(\varepsilon_{2p}=-0.498034\) Ha, and \(\sigma=2(30.305855-0.498034)=59.6156\) Ha. Unshifted, the 2p→s operator has the negative eigenvalues \(-30.305855+0.498034=-29.80782\) and \(-1.322809+0.498034\approx-0.8248\) Ha. Shifted, its lowest eigenvalue is \(0.49624\) Ha, the gap to the lowest empty s level, which lies at \(-0.498034+0.49624\approx-0.0018\) Ha in this sphere. This diffuse level still feels the wall: it falls to \(-0.0024\) Ha for \(R\ge40\) bohr, while \(\alpha\) does not change in the digits shown.

| channel | projected (bohr³) | unprojected (bohr³) |
|---|---|---|
| 1s→p | 0.000698 | 0.000978 |
| 2s→p | 0.062649 | 1.009022 |
| 2p→s | 0.847699 | −0.098953 |
| 2p→d | 2.138920 | 2.138920 |
| sum | 3.049967 | 3.049967 |

Both columns use the same self-consistent \(v_1\). Removing the projection adds \(0.000280\) and \(0.946373\) to the first two rows and subtracts \(0.946652\) from the third: the pairwise cancellation, to rounding. The d channel has no occupied orbital and is untouched. Only the projected shares are occupied-to-empty contributions.

The results are \(\alpha_0=3.481551\), \(\alpha_H=2.762944\) and \(\alpha=3.049967\) bohr³ \(=0.45196\) Å³, so that \(\alpha_H<\alpha_0\), as derived above, and \(\alpha_H<\alpha\), which the argument above guarantees for a kernel that is negative everywhere; that sign was shown for exchange only, so with VWN5 correlation included this ordering is an observed result. A sum over empty eigenstates with a direct solution of \(v=r+K\chi_0v\) is tested to agree within \(10^{-7}\) relative to \(\alpha\), and the grid \(M=90\), \(R=30\) bohr within \(10^{-6}\). The force sum is \(-1.000000\), against \(-1.417454\) uncoupled.

The spectrum runs from \(\lambda_{\min}=-0.42539\) to \(\lambda_{\max}=0.03911\), so \(\beta_c=2/1.42539=1.40313\), and even \(\beta=1\) lies inside the convergent range. At \(0.9\beta_c\) the extreme factor is \(1-1.8=-0.8\); the observed rate is \(0.8000\). At \(1.1\beta_c\) it is \(-1.2\), and the residual grows by \(6.2\times10^4\) in 60 steps. At \(\beta=0.6\), \(t\) runs from \(1-0.6(1.42539)=0.145\) to \(1-0.6(0.96089)=0.423\), and 27 iterations reach a residual norm of \(10^{-11}\) (atomic units of potential per unit field, in the norm weighted by \(W_je^{-r_j}\)); the formula puts the best fixed \(\beta\) at \(2/2.38628=0.84\). The iterates fall from \(3.481551\) through \(3.051030\) (iteration 5) to \(3.049960\) (iteration 10), which is below the limit. Equation (5) accounts for this: all \(t_j\) are positive, modes with \(\lambda<0\) contribute positive errors that decay faster, and modes with \(\lambda>0\) contribute negative errors that decay slowest. A momentarily small error in \(\alpha_k\) can thus be a sign crossing, and the stopping test belongs on the residual.

For one trial direction, \(\mathcal A-\alpha=-0.22155\) and \(-0.055388\) bohr³ at \(\eta=0.1\) and \(0.05\), a ratio of 4, while (3) errs by \(0.31973\) and \(0.15987\). At \(\eta=0.1\) the gain is slight; it grows as \(1/\eta\).

With \(2FR=0.008\times25=0.2\) Ha \(<0.498\) Ha, the finite-field dipoles give \(\mu/F=3.050531\) at \(F=0.004\) and \(3.052227\) at \(0.008\), and
\[\frac{8(0.012202123)-0.024417813}{0.024}=\frac{0.073199171}{0.024}=3.049965,\]
which is \(6.3\times10^{-7}\) below the Sternheimer value, relative to it. The error of \(\mu/F\) grows by \(4.0102\) on doubling \(F\). These two figures carry the same information: with \(\delta=\mu(F)/F-\alpha\approx5.6\times10^{-4}\) bohr³, the extrapolated value minus \(\alpha\) equals \(\delta(4-4.0102)/3=-1.9\times10^{-6}\) bohr³ identically. Two fields cannot separate the \(c_5\) term from residual iteration error, but a third can: the same remainder formed from \(F=0.008\) and \(0.016\) is 16.4 times larger, close to the factor 16 of an \(F^4\) term. Its size depends on the angular truncation, since \(c_5\) reaches \(l=4\): with \(l\le4\) it is \(-2.0\times10^{-6}\) bohr³. The extrapolated dipole density matches pointwise, with \(\max|r^2\Delta n_1|=2.7\times10^{-8}\).

This reference shares the radial grid. An independent Gaussian-basis calculation (PySCF, 19s12p7d, \(F=0.004\)) gives \(3.05010\) bohr³, lower by \(0.00043\) than the radial \(\mu/F\) at the same field, or \(1.4\times10^{-4}\) relative to it. About \(0.00013\) of this gap is the \(F^2\) term, not \(\alpha\): the basis has no f functions, and truncating the radial problem at \(l\le2\) lowers \(\mu/F\) to \(3.05040\). Its field-corrected energy, \(-128.232618\) Ha, lies \(0.86\) mHa above the radial \(-128.233481\) Ha. The measured polarizability of neon is roughly \(2.7\) bohr³, so the error of the functional far exceeds every numerical difference here.

## Cost

Each channel takes one factorization of about \(n_g^3/3\) operations. An iteration takes two triangular solves per channel and one product with \(K\), all of order \(n_g^2\). The finite-field route diagonalizes matrices of dimension \(4n_g\) (\(m=0\)) and \(3n_g\) (\(|m|=1\)) in every self-consistent step at every field, and dividing \(\mu\) by \(F\) amplifies its convergence error by \(1/F\). On a radial grid the sum over states is also cheap, one diagonalization per \(l'\); the advantage of (1) appears in large bases, where empty states are unavailable and only products with \(h\) and \(P\) are affordable. Lobatto spacings near the ends scale as \(M^{-2}\), so the largest kinetic eigenvalue scales about as \(M^4\). The centrifugal term at the innermost nodes scales in the same way and raises the largest eigenvalue of \(h_{l'}\) above the kinetic one, by about 2.4 for p and 5.3 for d on this grid. The condition number, the largest eigenvalue of \(h_{l'}\) divided by the gap, is harmless for direct solves at this size but calls for a kinetic-energy preconditioner with conjugate gradients.

## Failure modes

- **Shift too small.** If \(\varepsilon_j-\varepsilon_i+\sigma\le0\) for an occupied \(j\) in the target channel, the operator is not positive definite and Cholesky stops.
- **Unequal occupations or open shells.** The pair \(X,-X^*\) is then weighted by the difference of occupations and does not cancel; projecting it out gives a wrong density. A nonspherical \(n_0\) also voids the sum over \(m\).
- **No projection near a degeneracy.** The cancelling terms scale as \(1/\Delta\) with \(\Delta=\varepsilon_i-\varepsilon_j\). Their denominators come from two separate solves and carry different rounding errors \(\eta_1,\eta_2\), so the cancellation leaves \(1/(\Delta+\eta_1)-1/(\Delta+\eta_2)\approx(\eta_2-\eta_1)/\Delta^2\): the error grows as the inverse square of the level difference.
- **Small gap.** The terms of \(\chi_0\) that connect levels across the gap scale as its inverse, which can enlarge \(|\lambda_{\min}|\) and shrink \(\beta_c\); since the loop is linear, a Krylov solver for \((1-K\chi_0)v=r\) avoids the limit. If the highest occupied LDA level is unbound, the result depends on \(R\).
- **Inconsistent inputs.** \(P\) must be built from eigenvectors of the same \(h\), or \(Pw\neq0\) and \(\sigma\) enters the answer. An \(f_{xc}\) that is not the derivative of the \(v_{xc}\) used makes \(K\) differ from the linearized potential, and agreement with the finite field is lost. Omitting the boundary term \(Cr^2\) adds \(\alpha r/R^3\) to \(v_1\) and raises \(\alpha\) by about \(\alpha^2/R^3\), which is \(6\times10^{-4}\) bohr³ here. If both routes share the Poisson solver they still agree with each other, and the error shows only in the force sum (6), which becomes \(-1.0002\), or in a change of \(R\).
- **Density tail.** \(f_x\propto n_0^{-2/3}\) diverges, but \(f_xn_1\propto n_0^{1/3}(n_1/n_0)\) vanishes when \(n_1/n_0\) grows only as a power, as for hydrogen. Rounding noise does not share this structure, so the program freezes \(v_{xc}\) and sets \(f_{xc}=0\) below \(n=10^{-14}\) bohr\(^{-3}\), in both routes alike.

## Computed results

```
grid: polynomial order 70, points 69, R = 25.0 bohr, map scale 2 bohr
hydrogen: eps = -0.50000000 Ha, alpha = 4.5000000 bohr^3
Ne eps_1s = -30.305855 Ha
Ne eps_2s = -1.322809 Ha
Ne eps_2p = -0.498034 Ha
Ne total energy = -128.233481 Ha
shift sigma = 59.6156 Ha
2p->s unprojected, two lowest eigenvalues = -29.80782, -0.82477 Ha
1s->p: share 0.000698 (unprojected 0.000978) bohr^3, lowest eig 30.32090 Ha
2s->p: share 0.062649 (unprojected 1.009022) bohr^3, lowest eig 1.33785 Ha
2p->s: share 0.847699 (unprojected -0.098953) bohr^3, lowest eig 0.49624 Ha
2p->d: share 2.138920 (unprojected 2.138920) bohr^3, lowest eig 0.52436 Ha
sum of shares: 3.049967 (unprojected 3.049967) bohr^3
beta = 0.6, iteration 1: alpha = 3.481551 bohr^3
beta = 0.6, iteration 2: alpha = 3.139719 bohr^3
beta = 0.6, iteration 3: alpha = 3.070251 bohr^3
beta = 0.6, iteration 5: alpha = 3.051030 bohr^3
beta = 0.6, iteration 10: alpha = 3.049960 bohr^3
iterations to residual 1e-11 Ha: 27
alpha uncoupled = 3.481551 bohr^3
alpha Hartree kernel only = 2.762944 bohr^3
alpha self-consistent LDA = 3.049967 bohr^3 = 0.45196 Angstrom^3
alpha sum over states + Dyson = 3.049967 bohr^3
alpha on grid order 90, R = 30 bohr = 3.049967 bohr^3
lambda_min = -0.42539, lambda_max = 0.03911, beta_c = 1.40313 (dimensionless)
rate at 0.9 beta_c: observed 0.8000, predicted 0.8000
residual growth in 60 steps at 1.1 beta_c = 6.242e+04
stationary form error, eta = 0.1, 0.05: -2.2155e-01, -5.5388e-02 bohr^3
plain formula error,   eta = 0.1, 0.05: 3.1973e-01, 1.5987e-01 bohr^3
force sum: self-consistent -1.000000, uncoupled -1.417454, -N/Z = -1.0
F = 0.004 a.u.: mu = 0.012202123 e bohr, mu/F = 3.050531 bohr^3
F = 0.008 a.u.: mu = 0.024417813 e bohr, mu/F = 3.052227 bohr^3
alpha finite field, Richardson = 3.049965 bohr^3 = 0.45196 Angstrom^3
relative gap to Sternheimer = 6.3e-07
error ratio on doubling F = 4.0102
max |r^2 (n1 finite field - n1)| = 2.7e-08 a.u.
Gaussian 19s12p7d (90 functions), F = 0.004: mu/F = 3.05010 bohr^3
Gaussian energy + alpha F^2/2 = -128.232618 Ha
```
